# Riccati Form of the Takagi–Taupin Equations for Strained Epilayers, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the wave equation to the Riccati equation

Suppose that the waves scattered by the planes of a crystal are simply added, with no account of scattering back into the incident beam. A thick crystal with the modest absorption used below is then predicted to reflect, at the centre of its Bragg peak, about 225 times the intensity that falls on it. The sum can serve for a thin epilayer, but the substrate beneath it is measured in the same scan, and the two waves interfere. A second error arises when the strain is read from the angular distance between the two peaks by the differentiated Bragg law, taken at the substrate angle: in the example of section 2 a strain of 0.00500 is then read as 0.00494. Both faults are removed by one first-order equation for the ratio of the diffracted to the incident amplitude. It has a closed solution in a layer of constant strain, so that a stack of layers needs one complex formula per layer.

### Geometry and susceptibility

The $z$ axis points into the crystal, and the surface is at $z=0$. The incident wave is plane and monochromatic, with vacuum wave number $k=2\pi/\lambda$. The time factor is $e^{-i\omega t}$, so absorption means a positive imaginary part of the susceptibility. For the opposite time factor all equations are conjugated, including the lattice phase factors in the susceptibility below. If $\chi_h$ and $\chi_{\bar h}$ are still to multiply the same phase factors as before, they are therefore also interchanged: $\chi_h$ is replaced by $\chi_{\bar h}^*$, and $\chi_{\bar h}$ by $\chi_h^*$. Lengths are in nanometres, which suit films better than bohr.

The plane of incidence is the $xz$ plane and contains the reciprocal-lattice vector $\mathbf h$ of the reflection. The electric field is perpendicular to this plane ($\sigma$ polarization). It has the single component $E(x,z)$ along $y$, its divergence vanishes, and Maxwell's equations reduce to

$$ \nabla^2 E + k^2 (1+\chi) E = 0 . $$

The crystal is uniform along its surface: composition and strain depend on $z$ alone, and the layer has the lateral spacing of the substrate. Let $u(z)$ be the displacement along $z$ of the matter now found at $z$, relative to the continued substrate lattice. That matter would have been at $z-u(z)$ in the reference lattice, so its lattice phase is $h_x x + h_z (z-u)$. With $\varphi(z) = h_z u(z)$,

$$ \chi = \chi_0 + \chi_h e^{i(h_x x + h_z z - \varphi)} + \chi_{\bar h} e^{-i(h_x x + h_z z - \varphi)} . $$

The coefficients may change from layer to layer. Other Fourier components are left out because they feed waves far from the condition $|\mathbf k|=k$, on the assumption that no second reflection is excited.

The choice of the actual position as variable matters. Let the layer spacing along $z$ be larger than that of the substrate by the factor $1+\varepsilon$. In an asymmetric reflection this is not the change of the spacing of the reflecting planes, which to first order is $\varepsilon h_z^2/|\mathbf h|^2$. A plane at reference height $z_r$, measured from the interface, moves to $z = (1+\varepsilon) z_r$. Hence $u = z - z_r = \varepsilon z/(1+\varepsilon)$ and

$$ u' = \frac{\varepsilon}{1+\varepsilon} , \qquad 1-u' = \frac{1}{1+\varepsilon} . $$

The prime denotes $d/dz$. Setting $u'=\varepsilon$ makes an error of second order in the strain, but this error is multiplied by the number of lattice periods in the layer.

### Two slowly varying amplitudes

The incident wave vector is $(k_{0x}, k\gamma_0)$ with $\gamma_0>0$. The lateral component of the diffracted wave is fixed at $k_{0x}+h_x$ by the lateral periodicity. In vacuum its length must be $k$, and it must leave through the surface, so its $z$ component is $-k\gamma_h$ with

$$ \gamma_h = \sqrt{1-(k_{0x}+h_x)^2/k^2} > 0 . $$

The field is written with these two vacuum waves as carriers:

$$ E = e^{i k_{0x} x} \left[ E_0(z) e^{i k\gamma_0 z} + E_h(z) e^{i h_x x - i k\gamma_h z} \right] . $$

For the first term the Laplacian gives $E_0'' + 2ik\gamma_0 E_0' - k^2E_0$ times the carrier. The last part cancels the vacuum term $k^2E$. The same holds for the second term with $\gamma_0$ replaced by $-\gamma_h$.

The product of $\chi_{\bar h}$ and the diffracted wave has the lateral phase of the incident wave. Divided by the incident carrier, it leaves the exponent $-i(k\gamma_h + h_z + k\gamma_0)z + i\varphi$. The product of $\chi_h$ and the incident wave, divided by the diffracted carrier, leaves the opposite exponent. We therefore define

$$ q = k\gamma_0 + k\gamma_h + h_z , \qquad \psi(z) = qz - \varphi(z) , $$

and collect the terms with equal lateral phase:

$$ E_0'' + 2ik\gamma_0 E_0' + k^2(\chi_0E_0 + \chi_{\bar h}e^{-i\psi}E_h) = 0 , $$

$$ E_h'' - 2ik\gamma_h E_h' + k^2(\chi_0E_h + \chi_h e^{i\psi}E_0) = 0 . $$

An amplitude that varies with wave number $\kappa$ makes the second derivative smaller than the first-derivative term by the factor $|\kappa|/(2k\gamma)$. Near a Bragg peak $\kappa$ is of order $k|\chi|/\gamma$, so the factor is of order $|\chi|/\gamma^2$. Away from the peak the diffracted amplitude also contains a part that follows $e^{i\psi}$, for which the factor is $|\psi'|/(2k\gamma_h)$. In symmetric geometry this is about the relative distance from the local Bragg condition, which is comparable with the strain when one layer is observed at the peak of another. Both factors must be small. Grazing incidence and grazing exit are thereby excluded.

Without the second derivatives, and with $-1/i=i$, the equations become the Takagi–Taupin equations for this geometry:

$$ E_0' = \frac{ik}{2\gamma_0}(\chi_0E_0 + \chi_{\bar h}e^{-i\psi}E_h) , $$

$$ E_h' = -\frac{ik}{2\gamma_h}(\chi_0E_h + \chi_h e^{i\psi}E_0) . $$

The opposite signs express that the two waves travel in opposite directions along $z$.

### The equation for the ratio

Define the amplitude ratio with the lattice phase removed,

$$ R(z) = \frac{E_h}{E_0}e^{-i\psi} . $$

The product rule gives

$$ R' = \frac{E_h'}{E_0}e^{-i\psi} - R\frac{E_0'}{E_0} - i\psi'R . $$

The Takagi–Taupin equations supply the two quotients:

$$ \frac{E_h'}{E_0}e^{-i\psi} = -\frac{ik}{2\gamma_h}(\chi_0R+\chi_h) , \qquad \frac{E_0'}{E_0} = \frac{ik}{2\gamma_0}(\chi_0+\chi_{\bar h}R) . $$

Insert them, multiply by $i$, and sort by powers of $R$:

$$ i R' = aR^2 + 2bR + c , $$

$$ a = \frac{k\chi_{\bar h}}{2\gamma_0} , \qquad c = \frac{k\chi_h}{2\gamma_h} , $$

$$ 2b = q - \varphi' + \frac{k\chi_0}{2}\left(\frac1{\gamma_0}+\frac1{\gamma_h}\right) . $$

This is a Riccati equation. The term $c$ feeds the diffracted wave from the incident one. The term $aR^2$ is the return scattering that the simple sum leaves out. The real part of $b$ is half the local mismatch, including refraction, and its imaginary part describes absorption.

In symmetric geometry $\gamma_0=\gamma_h=\sin\theta$ and $h_z=-G$, where $G=2\pi/d$ and $d$ is the substrate spacing. Then $q=2k\sin\theta-G$ and $\varphi'=-Gu'$, so

$$ q-\varphi' = 2k\sin\theta - G(1-u') = 2k\sin\theta - \frac{G}{1+\varepsilon} . $$

Its zero is Bragg's law for the spacing of the layer itself.

### Interfaces and reflectivity

At an interface $E_0$ and $E_h$ are continuous within the approximation made. At the outer surface this neglects the ordinary reflection of amplitude about $-\chi_0/(4\gamma_0^2)$, obtained by expanding $(\gamma_0-\sqrt{\gamma_0^2+\chi_0})/(\gamma_0+\sqrt{\gamma_0^2+\chi_0})$. Since $E_h/E_0=Re^{i(qz-\varphi)}$ has the same value on both sides,

$$ R_{\rm above} = R_{\rm below}\, e^{i(\varphi_{\rm above}-\varphi_{\rm below})} . $$

If the displacement is continuous, $R$ is continuous, even where strain and composition jump. A rigid shift between the lattices on the two sides enters through the phase factor.

The power crossing unit area of the surface is proportional to $\gamma_0|E_0|^2$ for the incident wave and to $\gamma_h|E_h|^2$ for the diffracted one. The phase $\psi$ is real, so the reflectivity is

$$ P = \frac{\gamma_h}{\gamma_0}|R(0)|^2 . $$

### Energy balance

Let $V=E_he^{-i\psi}$ and let $S=\gamma_0|E_0|^2-\gamma_h|V|^2$ be the net inward flux. From $(|E_0|^2)'=2\,{\rm Re}(E_0^*E_0')$, its counterpart for $E_h$, and ${\rm Re}(iX)=-{\rm Im}X$,

$$ S' = -k\left\{ {\rm Im}\chi_0\,(|E_0|^2+|V|^2) + {\rm Im}[\chi_{\bar h}E_0^*V+\chi_hE_0V^*] \right\} . $$

The first term in the square bracket has the imaginary part $-{\rm Im}(\chi_{\bar h}^*E_0V^*)$. The bracket thus contributes ${\rm Im}[(\chi_h-\chi_{\bar h}^*)E_0V^*]$, whose magnitude is at most $\frac12|\chi_h-\chi_{\bar h}^*|(|E_0|^2+|V|^2)$. The flux falls with depth for every nonzero field if

$$ {\rm Im}\chi_0 > \tfrac12|\chi_h-\chi_{\bar h}^*| . $$

Input data should be checked against this condition. In a transparent crystal ${\rm Im}\chi_0=0$ and $\chi_{\bar h}=\chi_h^*$, and $S$ is constant.

### The thick substrate

In a uniform substrate $a$, $b$, $c$ are constant, and there are solutions in which $R$ does not vary. With $s^2=b^2-ac$ they are the roots

$$ R_\pm = \frac{-b\pm s}{a} . $$

For such a solution $E_0\propto e^{i\kappa z}$, and the equation for $E_0'$ gives

$$ \kappa_\pm = \frac{k\chi_0}{2\gamma_0}+aR_\pm = \frac{k\chi_0}{2\gamma_0}-b\pm s . $$

A real $\kappa$ would make $S$ independent of depth, which contradicts $S'<0$. If the real mismatch $\psi'$ is varied, neither ${\rm Im}\kappa$ can therefore pass through zero, and the number of decaying solutions cannot change. At very large mismatch the waves decouple. The incident one has $\kappa\to k\chi_0/(2\gamma_0)$ and decays with depth. The diffracted one has $\kappa\to-k\chi_0/(2\gamma_h)-\psi'$ and grows with depth. One solution decays and one grows at every angle. Their difference is $\kappa_+-\kappa_-=2s$, so the decaying one carries the plus sign if the branch ${\rm Im}\,s>0$ is taken. A semi-infinite substrate admits this one alone:

$$ R_{\rm sub} = \frac{s-b}{a} = -\frac{c}{s+b} , \qquad {\rm Im}\,s>0 . $$

The two forms agree because $(s-b)(s+b)=-ac$. The second is preferable in floating-point work: far from the peak $s\approx b$, and the first form subtracts nearly equal numbers. A transparent substrate is the limit of vanishing absorption.

In that limit $b$ is real and $ac=k^2|\chi_h|^2/(4\gamma_0\gamma_h)$. For $b^2<ac$ the root $s$ is imaginary, $|R|^2=ac/|a|^2=\gamma_0/\gamma_h$, and $P=1$. In symmetric geometry this range has the width $2\sqrt{ac}=k|\chi_h|/\sin\theta$ in $b$. Since $db/d\theta\approx k\cos\theta$, the range of total reflection is

$$ \Delta\theta = \frac{2|\chi_h|}{\sin2\theta} . $$

Without the term $aR^2$ the stationary ratio would be $-c/(2b)$. At the peak centre $b=ik\,{\rm Im}\chi_0/(2\sin\theta)$, so its magnitude is $|\chi_h|/(2\,{\rm Im}\chi_0)$. For $|\chi_h|\approx9\times10^{-6}$ and ${\rm Im}\chi_0=3\times10^{-7}$ this is 15, and its square is the absurd reflectivity 225 quoted at the start.

## 2. The constant-strain layer and its use

The results needed from section 1 are these. The ratio $R$ of diffracted to incident amplitude, with the lattice phase removed, obeys $iR'=aR^2+2bR+c$, where $z$ points inward. Here $a=k\chi_{\bar h}/(2\gamma_0)$, $c=k\chi_h/(2\gamma_h)$, and $2b=q-h_zu'+(k\chi_0/2)(1/\gamma_0+1/\gamma_h)$, with $q=k\gamma_0+k\gamma_h+h_z$ and $u'=\varepsilon/(1+\varepsilon)$. The root $s=\sqrt{b^2-ac}$ is taken with ${\rm Im}\,s>0$. A thick substrate has $R_{\rm sub}=-c/(s+b)$, the ratio is continuous where the displacement is, and the reflectivity is $P=(\gamma_h/\gamma_0)|R(0)|^2$.

### Closed solution

Let a layer of thickness $w$ have constant coefficients, and let $R_b$ be the ratio at its bottom. The known value lies below, so we integrate upward. With $\zeta$ the height above the bottom, $d/d\zeta=-d/dz$, and

$$ \frac{dR}{d\zeta} = i(aR^2+2bR+c) = ia(R-R_+)(R-R_-) , $$

where $R_\pm=(-b\pm s)/a$. Therefore

$$ \frac{d}{d\zeta}\ln\frac{R-R_+}{R-R_-} = \frac{dR}{d\zeta}\,\frac{R_+-R_-}{(R-R_+)(R-R_-)} = ia(R_+-R_-) = 2is . $$

Integration over the layer gives

$$ \frac{R_{\rm top}-R_+}{R_{\rm top}-R_-} = e^{2isw}\,\frac{R_b-R_+}{R_b-R_-} . $$

Cross-multiply, collect the terms with $R_{\rm top}$, and multiply by $a e^{-isw}$. The factor of $R_{\rm top}$ becomes

$$ e^{-isw}(aR_b+b+s)-e^{isw}(aR_b+b-s) = 2s\cos sw-2i(aR_b+b)\sin sw . $$

The other side is

$$ e^{-isw}R_+(aR_b+b+s)-e^{isw}R_-(aR_b+b-s) . $$

Here $aR_+=s-b$ and $R_+(b+s)=-c$, so the first product is $(s-b)R_b-c$. Likewise $aR_-=-(b+s)$ and $R_-(b-s)=-c$, so the second is $-(b+s)R_b-c$. The sum is $2sR_b\cos sw+2i(bR_b+c)\sin sw$. Division by $2\cos sw$ yields

$$ R_{\rm top} = \frac{sR_b+i(bR_b+c)\tan sw}{s-i(aR_b+b)\tan sw} . $$

The expression does not change when $s$ changes sign, so the branch matters for the substrate but not for the layer. In a test with $\gamma_0=0.30$ and $\gamma_h=0.75$ it agrees with direct integration of the two Takagi–Taupin equations to about $10^{-12}$ in $R$.

The amplitude ratio now has a closed solution for a thick substrate and for any layer of constant strain above it. What remains is to put the layer formula into a form safe for computation, test it on a worked example, read strain and thickness from a curve, and state where the result fails.
